# Maxwell-Wagner capacitance dispersion of two leaky dielectric layers

## Problem

A planar test capacitor contains two dielectric layers in series. Layer $i$ ($i=1,2$) has thickness $d_i$, real permittivity $\varepsilon_i>0$ and a small ohmic conductivity $\sigma_i\ge 0$. At least one layer conducts. The material constants depend on neither frequency nor field, fringing is ignored, the contacts exchange carriers freely with the layers, and charge at the internal interface forms a thin sheet.

A small voltage of angular frequency $\omega$ is applied. Phasors vary as $e^{+i\omega t}$, and all quantities are per unit electrode area. If $Y$ is the admittance, the parallel capacitance and conductance are defined by

$$Y(\omega)=G(\omega)+i\omega C(\omega).$$

(a) Find $C(\omega)$ and $G(\omega)$.

(b) Find the condition under which the capacitance does not depend on frequency.

(c) Evaluate the result at 300 K for a low-k layer of 80 nm, relative permittivity 2.5 and conductivity $10^{-15}$ S/cm, covered by a denser cap of 20 nm, relative permittivity 5 and conductivity $10^{-14}$ S/cm. The signal is 10 mV.

These round values lie in the regime of the insulation between copper interconnect levels. They are rough typical values, not data for a particular material.

## First estimate by scaling

Each layer is a capacitance in parallel with a conductance:

$$C_i=\frac{\varepsilon_i}{d_i},\qquad G_i=\frac{\sigma_i}{d_i}.$$

For the example,

$$C_1=27.67,\quad C_2=221.35\ \text{nF/cm}^2;\qquad G_1=125,\quad G_2=5000\ \text{pS/cm}^2 .$$

At high frequency the displacement current dominates, and the layers act as two capacitors in series:

$$C_\infty=\frac{C_1C_2}{C_1+C_2}=\frac{27.67\times 221.35}{249.02}=24.60\ \text{nF/cm}^2 .$$

At low frequency the conduction current decides how the voltage is shared. The cap conducts 40 times better per unit area than the low-k layer, so it is nearly a short circuit. Almost the whole voltage then falls across layer 1, and the capacitance should be near $C_1=27.67$ nF/cm². The estimated step is

$$27.67-24.60=3.07\ \text{nF/cm}^2 .$$

The change of regime requires charge to reach the interface through the more conducting layer. Seen from the interface, both layers lead to electrodes at fixed potential, so their capacitances add. The estimated time is

$$\frac{C_1+C_2}{G_2}=\frac{249.02\ \text{nF/cm}^2}{5000\ \text{pS/cm}^2}=49.8\ \text{s}.$$

The same picture suggests when the step is absent. Capacitors share the voltage as $V_1/V_2=C_2/C_1$, conductors as $V_1/V_2=G_2/G_1$. If the two ratios agree, nothing has to be rearranged as the frequency falls. This is an argument, not yet a proof.

## Exact solution

**Admittance.** In layer $i$ the conduction current density is $\sigma_iE_i$ and the displacement current density is $i\omega\varepsilon_iE_i$. Charge conservation together with Gauss's law makes their sum free of divergence, so in one dimension it is the same in both layers. With $V_i=E_id_i$,

$$J=y_1V_1=y_2V_2,\qquad y_i=G_i+i\omega C_i .$$

Since $V=V_1+V_2=J(1/y_1+1/y_2)$,

$$Y=\frac{J}{V}=\frac{y_1y_2}{y_1+y_2}.$$

Write $p=i\omega$, $C_s=C_1+C_2$ and $G_s=G_1+G_2$. Then

$$Y=\frac{G_1G_2+p(a+b)+p^2C_1C_2}{G_s+pC_s},\qquad a=G_1C_2,\quad b=G_2C_1 .$$

**Separation of the relaxing part.** At $p\to0$ the admittance tends to $G_{dc}=G_1G_2/G_s$, and at large $p$ its leading term is $pC_\infty$ with $C_\infty=C_1C_2/C_s$. Subtract both. The product to be removed from the numerator is

$$(G_{dc}+pC_\infty)(G_s+pC_s)=G_1G_2+p\left(\frac{G_1G_2C_s}{G_s}+\frac{C_1C_2G_s}{C_s}\right)+p^2C_1C_2 .$$

The constant and quadratic terms cancel against those of the numerator. What remains is $pR$, with

$$R=a+b-\frac{C_1C_2G_s}{C_s}-\frac{G_1G_2C_s}{G_s}.$$

Multiply by $G_sC_s$:

$$G_sC_sR=(a+b)G_sC_s-C_1C_2G_s^2-G_1G_2C_s^2 .$$

Because $G_sC_s=a+b+G_1C_1+G_2C_2$, the first term is

$$(a+b)^2+G_1^2C_1C_2+G_2^2C_1C_2+G_1G_2C_1^2+G_1G_2C_2^2 .$$

The other two terms contain the product $ab=G_1G_2C_1C_2$:

$$C_1C_2G_s^2=G_1^2C_1C_2+G_2^2C_1C_2+2ab,$$
$$G_1G_2C_s^2=G_1G_2C_1^2+G_1G_2C_2^2+2ab .$$

On subtraction the four unpaired terms cancel, which leaves

$$G_sC_sR=(a+b)^2-4ab=(a-b)^2 .$$

The remainder of $Y$ is $pR/(G_s+pC_s)=p(R/G_s)/(1+pC_s/G_s)$. Therefore

$$Y=G_{dc}+i\omega C_\infty+\frac{i\omega\,\Delta C}{1+i\omega\tau},$$

$$\boxed{\ \tau=\frac{C_1+C_2}{G_1+G_2},\qquad \Delta C=\frac{(C_1G_2-C_2G_1)^2}{(C_1+C_2)(G_1+G_2)^2}\ }$$

**Real and imaginary parts.** Multiplying the last term above and below by $1-i\omega\tau$ gives

$$\frac{i\omega\Delta C}{1+i\omega\tau}=\Delta C\,\frac{\omega^2\tau+i\omega}{1+\omega^2\tau^2}.$$

Comparison with $Y=G+i\omega C$ answers part (a):

$$C(\omega)=C_\infty+\frac{\Delta C}{1+\omega^2\tau^2},\qquad G(\omega)=G_{dc}+\frac{\Delta C\,\omega^2\tau}{1+\omega^2\tau^2}.$$

The relaxation loss $(G-G_{dc})/\omega=\Delta C\,\omega\tau/(1+\omega^2\tau^2)$ has its maximum $\Delta C/2$ at $\omega\tau=1$, since $x/(1+x^2)$ has derivative $(1-x^2)/(1+x^2)^2$.

**Static limit.** The static capacitance is $C_0=C_\infty+\Delta C$. Over the common denominator $C_sG_s^2$ its numerator is

$$C_1C_2(G_1+G_2)^2+(C_1G_2-C_2G_1)^2 .$$

The cross terms $\pm2C_1C_2G_1G_2$ cancel. The rest is $G_1^2C_2(C_1+C_2)+G_2^2C_1(C_1+C_2)$, so

$$C_0=\frac{C_1G_2^2+C_2G_1^2}{(G_1+G_2)^2}=C_1v_1^2+C_2v_2^2,$$

where $v_1=G_2/G_s$ and $v_2=G_1/G_s$ are the voltage fractions set by conduction. Thus $\tfrac12C_0V^2$ is the electrostatic energy stored under a steady voltage $V$.

**Condition for no dispersion.** The step is a square over a positive quantity, so $\Delta C\ge0$. It vanishes if and only if $C_1G_2=C_2G_1$, that is

$$\frac{\varepsilon_1\sigma_2}{d_1d_2}=\frac{\varepsilon_2\sigma_1}{d_1d_2}.$$

The thicknesses cancel. If both layers conduct, division by $\sigma_1\sigma_2$ gives the answer to part (b):

$$\boxed{\ \frac{\varepsilon_1}{\sigma_1}=\frac{\varepsilon_2}{\sigma_2}\ }$$

The condition is both sufficient and necessary. If one layer is a perfect insulator, one side of $C_1G_2=C_2G_1$ is zero and the other is not, so dispersion remains.

The matched case can also be seen directly. Let $T$ be the common ratio $\varepsilon_i/\sigma_i$. Then $C_i=TG_i$ and $y_i=G_i(1+i\omega T)$, so

$$Y=G_{dc}(1+i\omega T),\qquad C=TG_{dc}=C_\infty,\qquad G=G_{dc}.$$

The stack still leaks, but its capacitance and conductance are constant.

## What the interface charge does

Count fields as positive from layer 1 to layer 2. Gauss's law gives the interface charge

$$q=\varepsilon_2E_2-\varepsilon_1E_1=C_2V_2-C_1V_1 .$$

From $y_1V_1=y_2V_2$ and $V_1+V_2=V$ follow $V_1=Vy_2/(y_1+y_2)$ and $V_2=Vy_1/(y_1+y_2)$. Hence

$$q=V\,\frac{C_2(G_1+i\omega C_1)-C_1(G_2+i\omega C_2)}{G_s+i\omega C_s}
=\frac{V(C_2G_1-C_1G_2)}{G_s(1+i\omega\tau)} .$$

The purely capacitive terms cancel. The charge vanishes at every frequency under the same condition as $\Delta C$. With $q_0$ the static value,

$$\Delta C=\frac{(q_0/V)^2}{C_1+C_2}.$$

To see how this charge raises the capacitance, solve Gauss's law for the voltages: $V_1=(C_2V-q)/C_s$ and $V_2=(C_1V+q)/C_s$. Take the current as the weighted mean of its two equal expressions, $J=(C_2y_1V_1+C_1y_2V_2)/C_s$. The displacement parts add to $i\omega C_\infty V$, and the part of $J$ that contains $q$ is

$$J_q=-\frac{(C_2G_1-C_1G_2)\,q}{C_s^2}=-\frac{\Delta C}{\tau}\,\frac{V}{1+i\omega\tau}.$$

The charge opposes the conduction current that builds it up, and it lags behind the voltage. An opposing current that lags has a positive imaginary part, here $\omega\Delta C\,V/(1+\omega^2\tau^2)$, which is the extra capacitance. The sign of the charge does not matter, because the coefficient enters squared.

The same process is visible after a sudden voltage step $V$. The Laplace transform of the current is $VY(p)/p$, and for $t>0$ its inverse is

$$J(t)=V\left[G_{dc}+\frac{\Delta C}{\tau}e^{-t/\tau}\right].$$

The decaying part carries the charge $V\Delta C$ through the external circuit. For the example, direct integration of the charge balance $dq/dt=G_1V_1-G_2V_2$ over $12\tau$ reproduces this current to within one part in a million.

## Numbers and comparison

**The step.** The numerator of $q_0/V$ is

$$C_2G_1-C_1G_2=221.35\times125-27.67\times5000\approx-1.107\times10^5$$

in units of nF pS/cm⁴. Division by $G_s=5125$ pS/cm² gives $q_0/V=-21.6$ nF/cm². At 10 mV the interface charge is $-0.216$ nC/cm²: the better conducting cap carries charge away until the fields have adjusted. Then

$$\Delta C=\frac{21.6^2}{249.02}=1.87\ \text{nF/cm}^2,\qquad C_0=24.60+1.87=26.47\ \text{nF/cm}^2 .$$

The step is 7.6% of $C_\infty$. Expressed as the permittivity of a uniform 100 nm film, it is a rise from 2.78 to 2.99.

**The time.** The relaxation time is

$$\tau=\frac{249.02\ \text{nF/cm}^2}{5125\ \text{pS/cm}^2}=48.6\ \text{s},\qquad \frac{1}{2\pi\tau}=3.3\ \text{mHz}.$$

It lies between the layer times $\varepsilon_i/\sigma_i$ of 221 s and 44 s.

| Frequency (mHz) | $C$ (nF/cm²) | $G$ (pS/cm²) |
|---:|---:|---:|
| 0.1 | 26.47 | 122.0 |
| 1 | 26.31 | 125.2 |
| 3 | 25.61 | 139.5 |
| 10 | 24.78 | 156.8 |
| 100 | 24.60 | 160.5 |

As the capacitance falls, the conductance rises by $\Delta C/\tau=1873\ \text{pF/cm}^2/48.59\ \text{s}=38.5$ pS/cm², from 122.0 to 160.5 pS/cm².

**Where the estimate was good.** The scaling argument gave 49.8 s, which is 2.5% above the exact time. It gave a static capacitance 4.5% too high, but a step of 3.07 instead of 1.87 nF/cm², which is 64% too high. The estimate is the exact result for a perfectly insulating layer 1: with $G_1=0$, $C_0=C_1$ and $\tau=C_s/G_2$. In the example, conduction leaves the fraction $v_2=125/5125=0.0244$ of the voltage on the cap. Inserting $v_1=1-v_2$ in the static formula gives

$$C_0=C_1-2v_2C_1+v_2^2(C_1+C_2)=27.67-1.35+0.15=26.47\ \text{nF/cm}^2 .$$

The correction is small beside $C_1$ but comparable with the step, which is the difference of two similar capacitances.

**The matched cap.** With all else fixed, dispersion vanishes for

$$\sigma_2=\sigma_1\frac{\varepsilon_2}{\varepsilon_1}=2\times10^{-15}\ \text{S/cm}.$$

A numerical search for the least difference between low- and high-frequency capacitance, made with the summed layer impedances, finds the same value.

Equal conductivities are not enough. For $\sigma_2=10^{-15}$ S/cm, $G_2=500$ pS/cm² and

$$\frac{q_0}{V}=\frac{221.35\times125-27.67\times500}{625}=22.13\ \text{nF/cm}^2,\qquad \Delta C=\frac{22.13^2}{249.02}\approx1.97\ \text{nF/cm}^2 .$$

This is close to the original step, although the interface charge has the opposite sign. A step of about 2 nF/cm² in this stack therefore does not tell which layer has the longer time $\varepsilon/\sigma$.

## Validity for a real stack

The thicknesses and permittivities are of the order used in interconnects. The series model applies where the field crosses the film and its cap in turn, as between two levels. Between neighbouring lines of one level the field runs mainly along the layers, and the model does not apply. The conductivities are much less certain, since leakage depends on film quality, moisture, field and temperature. Multiplying both conductivities by the same factor divides $\tau$ by it and leaves $\Delta C$ unchanged. The corrections below use rough assumed inputs and are estimates.

**Contacts.** This is the most serious assumption at the lowest frequencies. Let the density of exchangeable carriers be $10^{18}$ cm⁻³ in both layers. The Debye lengths are then 1.9 and 2.7 nm. If the contacts blocked the carriers, charge would collect within about these lengths, with a series capacitance near 690 nF/cm² and a charging time near $T_b=5600$ s. Treating the stack as a resistor in series with this capacitance gives an added parallel capacitance of about $690/(1+\omega^2T_b^2)$ nF/cm². That is only 0.05 nF/cm² at $\omega\tau=1$, but about 50 nF/cm² at 0.1 mHz, where it would hide the calculated plateau.

**Diffusion.** With freely exchanging contacts and the same carrier density, a numerical solution of the linear drift, diffusion and Poisson equations at $\omega\tau=0.01$ gives a step of 1.71 instead of 1.87 nF/cm², a reduction of 9%. This figure depends strongly on the assumed density: the step is 1.36 nF/cm² at $10^{17}$ cm⁻³ and 0.64 nF/cm² at $10^{16}$ cm⁻³, where the Debye lengths (19 and 27 nm) are comparable with the cap thickness. The thin-sheet model needs Debye lengths much smaller than the layers. At $10^{18}$ cm⁻³ a sphere of one Debye radius holds fewer than 0.1 carriers, so these mean-field equations, and the contact estimate above, give only orders of magnitude. At a density of $10^{24}$ cm⁻³, chosen as a mathematical limit, the same equations agree with the formula to within 0.1% of $\Delta C$ at $\omega\tau=0.1$, 1 and 5. In the matched stack with freely exchanging contacts no excess charge forms, so there is nothing to diffuse and the dispersion remains absent. Blocking contacts would still add their low-frequency capacitance.

**Field.** If carriers are released from charged centres, the field assists their release. Onsager's expression gives the increase of the release rate for isolated, unscreened centres. This needs a carrier spacing and Debye length larger than the Coulomb radius $e^2/(4\pi\varepsilon k_BT)$, here 22 and 11 nm, which the density of $10^{18}$ cm⁻³ assumed above does not meet; the factors below describe more dilute carriers. If the conductivity is assumed proportional to this rate, the two conductivities rise by 5% and 0.3% under a steady 10 mV. Holding these factors constant lowers the step to 1.82 nF/cm²; a small signal on top of the steady 10 mV sees the differential conductivity, whose rise is twice as large, and a step near 1.77 nF/cm². At 1 V, with the fields of the ohmic model, the factors are about 30 and 1.3. Constant conductivity then fails for such carriers, and the formula should be kept to small signals. At 1 MV/cm the same expression gives factors near $10^{6}$ and $10^{4}$, so for such carriers a conductivity read from leakage at that field is far above the ohmic value the formula needs, and the true $\tau$ would be much longer. The largest field of the ohmic model at 1 V, 0.12 MV/cm, is still only 2.4% of an assumed breakdown field of 5 MV/cm. Direct tunnelling through the cap is negligible, with a factor near $10^{-126}$ for an assumed 2 eV barrier and the free electron mass. A smaller effective mass makes the factor larger, but at 0.3 of the free mass it is still only about $10^{-69}$.

**Dipoles.** A constant dipolar loss tangent of 0.01 changes the capacitance by 3.0% over two decades of frequency. This is not small beside a step of 7.6%, so a measured dispersion could not be assigned to interface charge without separating the two.

**Temperature.** With assumed activation energies of 0.5 eV for the low-k layer and 0.4 eV for the cap, heating to 378 K shortens $\tau$ to 1.9 s and reduces the step to 3.5%. The conductivity ratio $\sigma_2/\sigma_1$ falls from 10 to 4.5, closer to the matching value of 2.

**Signal delay.** At 1 GHz the fraction $1/(1+\omega^2\tau^2)$ of the step that remains is about $10^{-23}$. Within this model the capacitance that matters for gigahertz signals is $C_\infty$; the interface charge concerns slow measurements and long periods under steady voltage. The numerical output below gives the values used here.

## Numbers as computed

```
Order in each pair: low-k layer, cap
Thickness (nm): [80. 20.]
Relative permittivity: [2.5 5. ]
Conductivity (S/cm): [1.e-15 1.e-14]
Temperature: 300 K; signal: 10 mV
Layer times eps/sigma (s): [221.4  44.3]
Layer capacitances (nF/cm2): [ 27.67 221.35]
Layer conductances (pS/cm2): [ 125. 5000.]
High-frequency capacitance: 24.595 nF/cm2
Static capacitance: 26.468 nF/cm2
Capacitance step: 1.873 nF/cm2
Step / high-frequency value: 7.61 %
Relaxation time: 48.59 s
Relaxation frequency: 3.275 mHz
DC conductance: 122.0 pS/cm2
Loss peak height: 0.936 nF/cm2
Effective k, high frequency: 2.778
Effective k, static: 2.989
f=0.1 mHz: C=26.466 nF/cm2, G=122.0 pS/cm2
f=1 mHz: C=26.308 nF/cm2, G=125.2 pS/cm2
f=3 mHz: C=25.613 nF/cm2, G=139.5 pS/cm2
f=10 mHz: C=24.776 nF/cm2, G=156.8 pS/cm2
f=100 mHz: C=24.597 nF/cm2, G=160.5 pS/cm2
Static interface charge at signal: -0.2160 nC/cm2
Matched cap conductivity, formula: 2.000e-15 S/cm
Matched cap conductivity, search: 2.000e-15 S/cm
Sizes of neglected effects (rough inputs)
Assumed carrier density: 1.0e+18 cm^-3
Debye lengths (nm): [1.89 2.67]
Slow C with diffusion: 26.303 nF/cm2
Step with diffusion: 1.708 nF/cm2
Blocking-contact static C: 686 nF/cm2
Blocking-contact time scale: 5626 s
Conductivity factors at signal: [1.053 1.003]
Conductivity factors at 1 V: [29.7   1.29]
Step with signal factors: 1.821 nF/cm2
DC layer fields at 1 V (MV/cm): [0.122  0.0122]
Assumed breakdown field: 5 MV/cm
Largest field / breakdown at 1 V: 2.44 %
Assumed tunnel barrier: 2.0 eV
log10 direct tunnelling through cap: -126
Assumed dipolar loss tangent: 0.01
Dipolar C change over two decades: 2.98 %
Assumed activation energies (eV): [0.5 0.4]
Temperature of use: 378 K
Conductivity at use (S/cm): [5.4107e-14 2.4356e-13]
Relaxation time at use: 1.937 s
Relative step at use: 3.46 %
Step fraction left at 1 GHz: 1.1e-23
```
